# Franz–Keldysh absorption and the electric field read from its oscillations

Someone who has measured how a field changes the absorption of a semiconductor junction has a list of photon energies at which the change is largest or smallest. To turn the list into a field, one must decide what to plot against the index of the extremum, and by what factor to convert the slope. The energies themselves are not equally spaced. For a uniform field and parabolic bands, the quantity to plot is the $3/2$ power of the energy above the gap, and the slope gives the field if the reduced mass is known. The theorem below establishes both, together with the absorption below the gap.

## Setting and assumptions

The valence band is full and the conduction band empty. Both are isotropic and parabolic, with a direct gap $E_g$ and reduced mass $\mu$. The interband momentum matrix element $P$ does not depend on wavevector. The field $F>0$ is uniform and points along $+z$. Electron–hole attraction and broadening are left out. With $e>0$, define

$$A=\frac{\hbar^2}{2\mu},\quad \theta=\left[(eF)^2A\right]^{1/3},\quad \ell=\frac{\theta}{eF},\quad E=\hbar\omega-E_g,\quad x=-\frac{E}{\theta}.$$

Two identities are used repeatedly: $A=\theta\ell^2$ and $\theta^{3/2}=eF\sqrt A$. Energies are given in meV and lengths in nm, which suit this problem better than atomic units.

**Theorem.** Under these assumptions the absorption coefficient is $\alpha(\omega)=(C/\omega)\,\rho_F(E)$, with

$$\rho_F(E)=\frac{\sqrt\theta}{4\pi A^{3/2}}\,I(x),\qquad I(x)=\mathrm{Ai}'^2(x)-x\,\mathrm{Ai}^2(x),$$

where $C$ depends on $F$ and $\omega$ only through the refractive index, which is taken here as a constant. Moreover:

(a) For $x\to+\infty$, below the gap,
$$I(x)=\frac{e^{-\frac43x^{3/2}}}{8\pi x}\left[1-\frac{17}{24x^{3/2}}+O(x^{-3})\right].$$

(b) For $y=E/\theta\to+\infty$, above the gap,
$$I(-y)=\frac{\sqrt y}{\pi}-\frac{\cos(\frac43y^{3/2})}{4\pi y}+O(y^{-5/2}).$$

The tail is thus exponential in $(E_g-\hbar\omega)^{3/2}$, not in the energy, and the oscillation has a fixed asymptotic period in $E^{3/2}$, not in $E$.

## Lemma 1: absorption counts pairs at coincidence

**Claim.** $\rho_F(E)=\sum_\varphi|\varphi(0)|^2\,\delta(E-E_\varphi)$, where $\varphi(\mathbf r)$ are the normalized states of relative motion, $\mathbf r=\mathbf r_e-\mathbf r_h$.

**Proof.** Light of long wavelength moves an electron from the valence to the conduction band at the same wavevector $\mathbf k$, leaving a hole of wavevector $-\mathbf k$. Since $P$ is the same for all $\mathbf k$, the envelope of the created pair in volume $V$ is

$$P\,\frac1V\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r_e-\mathbf r_h)}=P\,\delta(\mathbf r_e-\mathbf r_h).$$

The field does not act on the centre of mass $\mathbf R$ of the neutral pair, so its eigenstates are $e^{i\mathbf K\cdot\mathbf R}\varphi(\mathbf r)/\sqrt V$. Their overlap with the created pair is

$$P\varphi^*(0)\int\frac{e^{-i\mathbf K\cdot\mathbf R}}{\sqrt V}\,d^3R=P\sqrt V\,\varphi^*(0)\,\delta_{\mathbf K,0}.$$

Let the vector potential have amplitude $\mathcal A$. The resonant half of its coupling is $e\mathcal A/2m_0$ times the momentum, with $m_0$ the free-electron mass. The golden rule then gives the rate per volume

$$W=\frac{2\pi}{\hbar}\left(\frac{e\mathcal A}{2m_0}\right)^2|P|^2\rho_F(E).$$

The absorbed power per volume is $\hbar\omega W$. The electric amplitude of the light is $\omega\mathcal A$, so its intensity is $\tfrac12n_rc\varepsilon_0\omega^2\mathcal A^2$, with $n_r$ the refractive index. The quotient is

$$\alpha=\frac{\hbar\omega W}{\tfrac12n_rc\varepsilon_0\omega^2\mathcal A^2}=\frac{C}{\omega}\rho_F(E),\qquad C=\frac{\pi e^2|P|^2}{n_rc\varepsilon_0m_0^2},$$

with $|P|^2$ summed over the spin channels. $\square$

## Lemma 2: normalized motion along the field

The potential energies of electron and hole are $+eFz_e$ and $-eFz_h$, which add to $eFz$. The relative motion obeys

$$-A\nabla^2\varphi+eFz\,\varphi=E_\varphi\varphi .$$

Motion across the field is a plane wave of wavevector $\mathbf q$ and energy $Aq^2$. The energy $\varepsilon$ of motion along $z$ satisfies $-A\varphi''+eFz\varphi=\varepsilon\varphi$.

**Claim.** The states normalized to $\delta(\varepsilon-\varepsilon')$ are $\varphi_\varepsilon(z)=\mathrm{Ai}(t)/\sqrt{\ell\theta}$, with $t=(z-\varepsilon/eF)/\ell$.

**Proof.** In the variable $t$ the equation is $-(A/\ell^2)\varphi_{tt}+eF\ell\,t\varphi=0$. Both coefficients equal $\theta$, so $\varphi_{tt}=t\varphi$. The solution that decays uphill, at $t\to+\infty$, is

$$\mathrm{Ai}(t)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(s^3/3+st)}ds,$$

where the path is taken just above the real axis to make the ends converge. It solves the equation because $\mathrm{Ai}''-t\,\mathrm{Ai}$ has the integrand $-(s^2+t)e^{i(s^3/3+st)}$, a total derivative in $s$. For the normalization, integration over $t$ gives $2\pi\delta(s+s')$, and the cubic phases cancel:

$$\int\mathrm{Ai}(t-a)\,\mathrm{Ai}(t-b)\,dt=\frac1{2\pi}\int e^{-is(a-b)}ds=\delta(a-b).$$

Here $dz=\ell\,dt$ and $a-b=(\varepsilon-\varepsilon')/\theta$. If $\varphi_\varepsilon=N\,\mathrm{Ai}$, the overlap is $N^2\ell\,\delta((\varepsilon-\varepsilon')/\theta)=N^2\ell\theta\,\delta(\varepsilon-\varepsilon')$, so $N^2=1/(\ell\theta)$. $\square$

## Proof of the absorption formula

Since $\varepsilon/(eF\ell)=\varepsilon/\theta$, Lemma 2 gives $|\varphi_\varepsilon(0)|^2=\mathrm{Ai}^2(-\varepsilon/\theta)/(\ell\theta)$. The sum over transverse motion uses $d^2q/(2\pi)^2=d\kappa/(4\pi A)$, with $\kappa=Aq^2$:

$$\rho_F(E)=\frac1{4\pi A}\int_0^\infty d\kappa\,\frac{\mathrm{Ai}^2\big((\kappa-E)/\theta\big)}{\ell\theta}=\frac1{4\pi A\ell}\int_x^\infty\mathrm{Ai}^2(t)\,dt .$$

The last step sets $t=x+\kappa/\theta$. Because $\ell=\sqrt{A/\theta}$, the prefactor is $\sqrt\theta/(4\pi A^{3/2})$. For the integral, use $\mathrm{Ai}''=t\,\mathrm{Ai}$:

$$\frac d{dt}\left(t\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2t\,\mathrm{Ai}\,\mathrm{Ai}'-2\mathrm{Ai}'\,t\,\mathrm{Ai}=\mathrm{Ai}^2 .$$

The bracket vanishes at infinity, so $\int_x^\infty\mathrm{Ai}^2dt=\mathrm{Ai}'^2(x)-x\mathrm{Ai}^2(x)=I(x)$. This proves the formula, and also gives $I'(x)=-\mathrm{Ai}^2(x)$. $\square$

## Lemma 3: the Airy function far from its turning point

**Below the gap.** For $x>0$, shift the path to $s=i\sqrt x+r$ with $r$ real. The exponent becomes $-\tfrac23x^{3/2}-\sqrt x\,r^2+ir^3/3$. Expanding the cubic part, its first-order term is odd and vanishes; the second-order term is $-r^6/18$. With weight $e^{-br^2}$ the mean of $r^6$ is $15/(8b^3)$, and $b=\sqrt x$. Hence

$$\mathrm{Ai}(x)=\frac{e^{-\frac23x^{3/2}}}{2\sqrt\pi\,x^{1/4}}\left[1-\frac5{48x^{3/2}}+O(x^{-3})\right].$$

**Above the gap.** At $-y$ the phase $s^3/3-ys$ is stationary at $s=\pm\sqrt y$. Near $s=\sqrt y+r$ it equals $-\zeta+\sqrt y\,r^2+r^3/3$, with $\zeta=\tfrac23y^{3/2}$. This is the same integral with $b=-i\sqrt y$, so $b^3=iy^{3/2}$ and the correction factor is $1+5i/(48y^{3/2})$. The other point gives the complex conjugate. With $\chi=\zeta-\pi/4$,

$$\mathrm{Ai}(-y)=\frac1{\sqrt\pi\,y^{1/4}}\left[\cos\chi+\frac{5\sin\chi}{48y^{3/2}}+O(y^{-3})\right].$$

Differentiating the integral representation brings down $is$, which is $\pm i\sqrt y$ at the stationary points. Therefore $\mathrm{Ai}'(-y)=\pi^{-1/2}y^{1/4}[\sin\chi+O(y^{-3/2})]$. $\square$

## Proof of (a), and the meaning of the tail

If the leading forms are put into $\mathrm{Ai}'^2-x\mathrm{Ai}^2$, the two terms cancel. It is safer to integrate $\mathrm{Ai}^2$. Try

$$G(x)=\frac{e^{-\frac43x^{3/2}}}{8\pi}\left(x^{-1}+a\,x^{-5/2}\right).$$

The exponential contributes a factor $2\sqrt x$ to $-G'$, and the powers contribute $x^{-2}$ at the next order:

$$-G'(x)=\frac{e^{-\frac43x^{3/2}}}{4\pi\sqrt x}\left[1+\frac{a+\frac12}{x^{3/2}}+O(x^{-3})\right].$$

Lemma 3 gives $\mathrm{Ai}^2$ the same prefactor and the bracket $1-5/(24x^{3/2})+O(x^{-3})$. Matching gives $a=-5/24-1/2=-17/24$. Both $G$ and $I$ vanish at infinity, so integrating the remaining difference leaves a relative error $O(x^{-3})$. This is (a). $\square$

Let $D=E_g-\hbar\omega>0$. The exponent is

$$\frac43x^{3/2}=\frac{4D^{3/2}}{3eF\sqrt A}=2\int_{-D/eF}^{0}\sqrt{\frac{D+eFz}{A}}\;dz .$$

The integrand is the decay constant of the relative motion at energy $-D$, between the turning point and coincidence. Twice the integral appears because the absorption contains the squared amplitude. The pair is created at $z=0$, where its motion is forbidden, and the field supplies an allowed region at a distance $D/eF$.

The local decay energy, the inverse of $d\ln\rho_F/dE$, is $\theta I/\mathrm{Ai}^2$, because $I'=-\mathrm{Ai}^2$. In the far tail it approaches $\theta/(2\sqrt x)$. The tail therefore steepens with depth, and one fitted exponential slope does not characterize it.

## Proof of (b), and the zero-field limit

Since $2\chi=2\zeta-\pi/2$, we have $\cos^2\chi=\tfrac12(1+\sin2\zeta)$ and $2\sin\chi\cos\chi=-\cos2\zeta$. Lemma 3 gives

$$\frac{dI(-y)}{dy}=\mathrm{Ai}^2(-y)=\frac1{2\pi\sqrt y}\left[1+\sin2\zeta-\frac{5\cos2\zeta}{24y^{3/2}}+O(y^{-3})\right].$$

Compare this with $J(y)=\sqrt y/\pi-\cos(2\zeta)/(4\pi y)$. Because $d(2\zeta)/dy=2\sqrt y$,

$$J'(y)=\frac1{2\pi\sqrt y}\left[1+\sin2\zeta+\frac{\cos2\zeta}{2y^{3/2}}\right].$$

The derivatives differ by $-17\cos(2\zeta)/(48\pi y^2)+O(y^{-7/2})$. Integrated from $y$ to infinity, the first term is $O(y^{-5/2})$, because its phase runs at the rate $2\sqrt y$; so is the second. Hence $I(-y)=J(y)+c+O(y^{-5/2})$ with a constant $c$. Inserting the leading forms of Lemma 3 in $\mathrm{Ai}'^2+y\mathrm{Ai}^2$ gives $(\sqrt y/\pi)(\sin^2\chi+\cos^2\chi)+O(y^{-1})$, so $c=0$. $\square$

For $F\to0$ at fixed $E>0$, the first term leaves

$$\rho_0(E)=\frac{\sqrt\theta}{4\pi A^{3/2}}\,\frac{\sqrt{E/\theta}}{\pi}=\frac{\sqrt E}{4\pi^2A^{3/2}},$$

in which $F$ has cancelled. This is the free-pair result $\int\delta(E-Ak^2)\,d^3k/(2\pi)^3$.

The phase of the oscillation is also an action:

$$\frac43y^{3/2}=2\int_0^{E/eF}\sqrt{\frac{E-eFz}{A}}\;dz .$$

A pair that starts uphill in $z$ is turned back at $z=E/eF$ and returns to coincidence. There it interferes with the amplitude being created.

## Corollary: the field from the extrema

Consider $\omega[\alpha(F)-\alpha(0)]$, which is proportional to $\rho_F-\rho_0$. Multiplying by $\omega$ removes a slowly varying factor that would otherwise shift the extrema slightly. By (b) the change has the shape $-\cos(2\zeta)/(4\pi y)$, and its derivative vanishes to leading order when $\sin2\zeta=0$. Thus

$$\frac43\left(\frac{E_n}{\theta}\right)^{3/2}\simeq n\pi,\qquad E_n^{3/2}\simeq\frac{3\pi}4\,eF\sqrt A\;n,$$

with maxima at odd $n$ and minima at even $n$. If $S$ is the slope of $E_n^{3/2}$ against $n$, then

$$eF=\frac{4S}{3\pi\sqrt A}.$$

A full period is two steps of $n$, so $\Delta(E^{3/2})=\tfrac{3\pi}2eF\sqrt A$. In energy, the local period follows from $2\sqrt y\,\delta y=2\pi$ and is $\delta E\simeq\pi eF\sqrt A/\sqrt E$, which shrinks upward.

If the gap is unknown, plot $\hbar\omega_n$ against $(3\pi n/4)^{2/3}$. The intercept is $E_g$ and the slope is $\theta$, from which $eF=\theta^{3/2}/\sqrt A$. This version needs the correct $n$, and it holds only for a difference taken against zero field. If the field is instead modulated slightly about a bias, the signal follows $\partial\rho_F/\partial F$ and the extrema move up by about half a step of $n$. The slope $S$ then gives roughly the mean field, but the plot with integer $n$ misplaces the gap: for a change from 4.75 to 5 MV/m in the example below, it puts the gap about 16 meV too high and gives 4.45 MV/m. A large modulation between two nonzero fields superposes two periods. With a known gap, a common shift of all $n$ leaves $S$ unchanged.

The next term in $\mathrm{Ai}^2(-y)$ moves the condition to $2\zeta\simeq n\pi+5/(24y^{3/2})$. The extrema lie higher by about $5\theta/(48y^2)$. In $E^{3/2}$ this shift decreases with $n$, so a straight-line fit gives a slightly low field.

## Worked example

Take a model semiconductor with $\mu=0.06$ electron masses, $E_g=1400$ meV and $F=5$ MV/m, or 50 kV/cm. Then $A=635.0$ meV nm² and $eF=5$ meV/nm, so

$$\theta=(5^2\times635.0)^{1/3}=25.13\ \text{meV},\qquad \ell=25.13/5=5.03\ \text{nm}.$$

The spectrum was generated by integrating the Schrödinger equation numerically, without Airy functions. The extrema used in the fits, in meV above the gap, are:

| $n$ | kind | found | leading formula |
|---|---|---|---|
| 1 | max | 45.04 | 44.50 |
| 2 | min | 71.00 | 70.64 |
| 3 | max | 92.74 | 92.57 |
| 4 | min | 112.28 | 112.14 |
| 5 | max | 130.22 | 130.12 |
| 6 | min | 147.02 | 146.94 |

At $n=6$, $y=146.94/25.13=5.85$, and the predicted shift $5\times25.13/(48\times5.85^2)=0.08$ meV agrees with the table. At $n=1$ the same estimate gives 0.83 meV against the tabulated 0.54 meV, since higher terms still matter there. Two more extrema lie closer to the gap. One is a sharp maximum at the gap itself, where the zero-field absorption sets in with infinite slope. The other is a minimum at 12.5 meV, where the leading formula with $n=0$ would give zero. Both lie outside the asymptotic regime and are not fitted. The peak at the gap is higher than the maximum at 45.04 meV, but it must not be counted as $n=1$.

Successive maxima are 47.7 and then 37.5 meV apart, so equal spacing in energy would be a poor assumption. From $n=3$ and $n=5$ the period in $E^{3/2}$ is 592.8 meV$^{3/2}$, and

$$eF=\frac{2\times592.8}{3\pi\sqrt{635.0}}=4.99\ \text{meV/nm},$$

or $F=4.99$ MV/m. The line through all six points has $S=296.0$ meV$^{3/2}$ and also gives 4.99 MV/m. Fitting the gap as well gives $E_g=1400.7$ meV, $\theta=25.02$ meV and $F=25.02^{3/2}/\sqrt{635.0}=4.97$ MV/m. All three are slightly low, as the correction predicts for the known-gap fits.

If the gap is taken 5 meV too high, the known-gap line gives 4.85 MV/m, 3% below the applied field. The mass matters too: at fixed $S$, $F\propto A^{-1/2}\propto\sqrt\mu$, so a 10% error in $\mu$ causes about 5% in $F$.

The tail numbers that follow are evaluated from the Airy formula. At the applied field, the integrated spectrum differs from the formula by at most $7.9\times10^{-5}$ of the formula's value at the sampled energies between $-4\theta$ and $7\theta$; the doubled field was not integrated. Divide $\omega\alpha$ by its zero-field value 100 meV above the gap. This ratio is 0.106 at the gap, $6.2\times10^{-4}$ at 50 meV below it and $3.7\times10^{-7}$ at 100 meV below it. The local decay energy falls from 7.8 to 6.0 meV between the last two points. At 100 meV, $x=3.98$ and the exponent is 10.58; the leading tail exceeds the full formula by 8%.

Doubling the field there raises the absorption 372 times. Halving the exponent gives $e^{5.29}\approx198$, and the leading prefactor, $\sqrt\theta/x\propto\theta^{3/2}\propto F$, gives another factor 2. The remaining difference from 397 comes from the corrections to the leading tail.

The numerical check also compares the absolute density with a grid diagonalization, both equally smoothed; the largest difference is $6.5\times10^{-4}$ of the smoothed formula.

## Where the result fails

**Electron–hole attraction** adds a potential to the relative motion and changes $\varphi(0)$. The Airy formula then no longer gives the absorption. Near the gap a bound exciton may dominate, and deeper in the tail the attraction lowers the tunnelling barrier and raises the absorption. The extrema shift as well, and with them a gap fitted from their positions. The effect is not small. For the mass and field of the example and a dielectric constant of 12.9 (exciton binding 4.9 meV), the six extrema move down by 23 to 10 meV and the tail rises about 8 to 10 times. The shift is close to a constant phase, so the known-gap slope still gives about 5.05 MV/m, but the fit with free gap gives a gap 26 meV too low and 5.9 MV/m.

**Broadening** weakens the oscillation. For a Gaussian of standard deviation $\sigma$ narrow enough that the phase is locally linear in energy, with rate $2\sqrt E/(eF\sqrt A)$, the amplitude is multiplied by $\exp[-2\sigma^2E/(eF\sqrt A)^2]$. High extrema disappear first. Broadening can also cover the steep subgap tail.

**A nonuniform field** superposes oscillations of different periods, if it varies slowly enough for each region to be treated as uniform. The extracted number need not be an average. In a uniformly doped depletion layer the field rises linearly from zero to a maximum. Well above the gap, the phase $4E^{3/2}/(3eF\sqrt A)$ changes rapidly with $F$, and the contributions largely cancel except near the maximum. The slope then gives roughly the maximum field, and the extrema themselves are shifted.

**Two hole masses** give two values of $A$ and hence two periods, which beat. One line through all extrema is then only an approximation, usable when one channel dominates: for reduced masses 0.058 and 0.038 at 5 MV/m, six extrema fitted with the heavier mass give 4.92 MV/m for weights 3:1 and 4.79 MV/m for equal weights. Nonparabolic bands change the action and hence the slope, by an amount that grows with energy. A conduction-band nonparabolicity of 0.64 eV$^{-1}$ lowers the field from the six extrema of the example by about 2.4%, while the bend of the line is too slight to notice.

## Table of computed values

```
reduced mass = 0.06 electron masses
gap = 1400 meV
applied field = 5.000 MV/m = 50.0 kV/cm
A = hbar^2/(2 mu) = 635.00 meV nm^2
eF = 5.000 meV/nm
theta = 25.133 meV
length = 5.027 nm
largest relative error, grid test = 6.5e-04
largest relative error, wave test = 7.9e-05
bracket at the gap, x=0: 0.06699
relative absorption at gap = 0.1055
(relative: omega*alpha over zero-field value at gap+100 meV)
25 meV below gap: x = 0.995
  relative absorption = 1.122e-02
  leading tail / full formula = 1.496
  local decay energy = 9.66 meV
  estimate theta/(2 sqrt x) = 12.60 meV
50 meV below gap: x = 1.989
  relative absorption = 6.178e-04
  leading tail / full formula = 1.209
  local decay energy = 7.83 meV
  estimate theta/(2 sqrt x) = 8.91 meV
100 meV below gap: x = 3.979
  relative absorption = 3.691e-07
  leading tail / full formula = 1.082
  local decay energy = 5.96 meV
  estimate theta/(2 sqrt x) = 6.30 meV
tunnelling exponent 100 meV below gap = 10.582
gain there on doubling the field = 372.3
n=0 minimum at 12.49 meV above gap (not fitted)
n=1 max: found 45.04, formula 44.50 meV
n=2 min: found 71.00, formula 70.64 meV
n=3 max: found 92.74, formula 92.57 meV
n=4 min: found 112.28, formula 112.14 meV
n=5 max: found 130.22, formula 130.12 meV
n=6 min: found 147.02, formula 146.94 meV
spacing of maxima n=1,3: 47.70 meV
spacing of maxima n=3,5: 37.48 meV
period in E^1.5 from n=3,5: 592.8 meV^1.5
field from this period = 4.992 MV/m
slope of E^1.5 against n = 296.0 meV^1.5
field, known gap = 4.986 MV/m
theta, fitted gap = 25.019 meV
fitted gap = 1400.68 meV
field, fitted gap = 4.966 MV/m
field if gap is taken 5 meV too high = 4.851 MV/m
```
